Deriving the AXK Correction to the RPA Correlation Energy

The approximate exchange kernel (AXK) correction of Bates and Furche to the random-phase approximation (RPA) correlation energy is

ΔE_AXK = (2/π) ∫₀^∞ dω tr[ f₂(Q) Sᵀ G Bˣ G S ],   f₂(q) = ln(1+q)/q² − 1/(q(1+q)).

Hartree units and real Kohn–Sham (KS) spin orbitals are used, with i, j occupied, a, b virtual and Mulliken integrals. Matrices act on pairs ia: Δ = diag(ε_a − ε_i) > 0, B_{ia,jb} = (ia|jb) = (SSᵀ)_{ia,jb}, Bˣ_{ia,jb} = (ib|ja), G(ω) = Δ/(Δ²+ω²), and Q = 2SᵀGS ≥ 0. The factor S exists because B is positive semidefinite. The formula is first order in a static kernel in which one block has been replaced by the other. It is not the first-order term of the particle–hole kernel with both blocks K_A and K_B defined below, and the difference, E_drop, starts at third order in the interaction. The singles terms, which are of second order, are absent from both.

**Common starting point**

Scale the interaction by α at fixed density. The Hellmann–Feynman theorem gives E_c = ∫₀¹dα [⟨V_ee⟩_α − ⟨V_ee⟩₀]. With v = 1/|r−r′|, V_ee = ½∫∫v[ρ̂ρ̂′ − δ(r−r′)ρ̂], and inserting eigenstates gives ⟨ρ̂ρ̂′⟩ = ρρ′ + Σ_n ρ_0n ρ′_n0. Only the last sum depends on α. The first assumption is that the transition densities lie in the particle–hole space, ρ_0n = Σ_ia (X+Y)_{ia,n} φ_iφ_a, with X = 1 and Y = 0 at α = 0. Then

E_c = ½ ∫₀¹dα tr[B P_α],   P_α = T_α − 1,   T_α = (X+Y)(X+Y)ᵀ.   (1)

The second assumption is that X and Y solve a linear-response problem with frequency-independent blocks 𝒜 and ℬ linear in α. With A± = 𝒜 ± ℬ it reads A₊(X+Y) = (X−Y)Ω and A₋(X−Y) = (X+Y)Ω, normalized by (X+Y)ᵀ(X−Y) = 1. Put R = A₋^{1/2} and W = RA₊R = UΩ²Uᵀ. The choice X+Y = RUΩ^{−1/2}, X−Y = R⁻¹UΩ^{1/2} satisfies all three conditions by substitution, so

T = R W^{−1/2} R.   (2)

The blocks are matrix elements of H_α = H₀ + α(H − H₀), H₀ being the KS Hamiltonian: 𝒜_{ia,jb} = ⟨Φ_i^a|H_α|Φ_j^b⟩ − δ_ijδ_ab⟨Φ|H_α|Φ⟩ and ℬ_{ia,jb} = ⟨Φ|H_α a†_a a_i a†_b a_j|Φ⟩. The Slater–Condon rules give

𝒜 = Δ + α(B + λK_A),   K_A = −(ij|ab) + δ_ij δF_ab − δ_ab δF_ij,
ℬ = α(B + λK_B),   K_B = −Bˣ,

at λ = 1. Here δF = F − ε, F is the Hartree–Fock matrix built from the KS orbitals, and λ counts powers of the kernel, so that λ = 0 is RPA. This H_α follows the constant-density path to first order in α if the KS potential is v_ext + v_H + v_x with the exact exchange potential. For a semilocal reference such as PBE the density is not held fixed, and (1) is a definition. The elements δF_ia, which produce the singles part of second-order theory, are left out in both cases. With D = K_A − K_B,

A₊ = Δ + 2αB − 2αλBˣ + αλD,   A₋ = Δ + αλD.   (3)

AXK is dE_c/dλ at λ = 0 with D set to zero.

**First derivation: expanding the propagator**

Define M(ω) = [A₊ + ω²A₋⁻¹]⁻¹. Since A₊ + ω²R⁻² = R⁻¹(W+ω²)R⁻¹, M = R(W+ω²)⁻¹R. The integral ∫₀^∞dω/(Ω²+ω²) = π/(2Ω) applied to each eigenvalue of W, together with (2), gives T = (2/π)∫₀^∞M dω. At α = 0, M = (Δ+ω²/Δ)⁻¹ = G. Equation (1) becomes

E_c = (1/π) ∫₀^∞dω ∫₀¹dα tr[B(M − G)].   (4)

At λ = 0 the propagator is M_α = (G⁻¹ + 2αB)⁻¹. The product (G⁻¹ + 2αSSᵀ)GS = S + 2αS·SᵀGS = S(1+αQ), multiplied by M_α from the left and (1+αQ)⁻¹ from the right, yields

M_α S = GS(1+αQ)⁻¹.   (5)

Then tr BM_α = tr SᵀM_αS = ½tr Q(1+αQ)⁻¹, whose α integral is ½tr ln(1+Q), and tr BG = ½tr Q. Hence E_RPA = (1/2π)∫₀^∞dω tr[ln(1+Q) − Q].

For the first order in λ, use d(N⁻¹) = −N⁻¹dN N⁻¹ twice. For A₋ it gives d(A₋⁻¹)/dλ = −αΔ⁻¹DΔ⁻¹, so that

d(M⁻¹)/dλ = −2αBˣ + αD̃,   D̃ = D − ω²Δ⁻¹DΔ⁻¹.

For M itself it gives dM/dλ = 2αM_αBˣM_α − αM_αD̃M_α. For any symmetric N, cyclic invariance of the trace and (5) give

tr[B M_α N M_α] = tr[(M_αS)ᵀ N (M_αS)] = tr[(1+αQ)⁻² SᵀG N G S].

All α dependence is now in α(1+αQ)⁻², which is diagonal in the eigenbasis of Q. For an eigenvalue q, substitute t = 1+αq, α = (t−1)/q, dα = dt/q:

∫₀¹ α dα/(1+αq)² = q⁻² ∫₁^{1+q} (1/t − 1/t²) dt = q⁻²[ln(1+q) + 1/(1+q) − 1] = f₂(q),

because 1/(1+q) − 1 = −q/(1+q). Inserting into (4),

dE_c/dλ = ΔE_AXK + E_drop,   E_drop = −(1/π)∫₀^∞dω tr[f₂(Q) SᵀG D̃ G S],   (6)

with ΔE_AXK as stated at the top. Its sign is the product of the minus in K_B and the minus in d(N⁻¹), and the factor 2 comes from K_B entering both blocks of A₊. Expanding (1+αq)⁻² = Σ(n+1)(−αq)ⁿ before integrating gives f₂ = Σ(−q)ⁿ(n+1)/(n+2) for q < 1, so f₂(0) = ½. For large q, f₂ ≈ (ln q − 1)/q². The exchange vertex sits between two RPA propagators, and each supplies one screening factor (1+αq)⁻¹.

**Second derivation: the zero-point energy and an integration by parts**

Set D = 0 in (3) and give the two interactions independent strengths a and b:

Φ(a,b) = ½ Σ_n Ω_n = ½ tr W^{1/2},   W = Δ^{1/2}(Δ + 2aB − 2bBˣ)Δ^{1/2}.

First-order perturbation theory for the eigenvalues of W gives 2Ω_n dΩ_n = u_nᵀ dW u_n, so dΦ = ¼tr[W^{−1/2}dW]. With ∂W/∂a = 2Δ^{1/2}BΔ^{1/2}, ∂W/∂b = −2Δ^{1/2}BˣΔ^{1/2} and (2) with R = Δ^{1/2},

∂_aΦ = ½ tr[B T(a,b)],   ∂_bΦ = −½ tr[Bˣ T(a,b)].

The physical path is a = α, b = λα, so (1) reads E_c(λ) = ∫₀¹dα[∂_aΦ(α,λα) − ½tr B]. At λ = 0 this integrates to Φ(1,0) − Φ(0,0) − ½tr B = ½(ΣΩ − tr Δ − tr B), the plasmon form of E_RPA. The chain rule gives

ΔE_AXK = ∫₀¹dα α ∂_b∂_aΦ(α,0).

For b = 0 and a ≥ 0 the matrix W is positive definite, so Φ is smooth there and the mixed derivatives commute. With g(α) = ∂_bΦ(α,0), integration by parts gives ∫₀¹α g′dα = g(1) − ∫₀¹g dα. A constant in g cancels between the two terms, so T may be replaced by P = T − 1:

ΔE_AXK = −½tr[Bˣ P₁] + ½∫₀¹dα tr[Bˣ P_α],   (7)

where P_α belongs to plain RPA. No response to the kernel has to be computed. The second term is minus the adiabatic-connection second-order screened exchange correction, ΔE_SOSEX = −½∫₀¹dα tr[BˣP_α], so that ΔE_AXK + ΔE_SOSEX = −½tr[BˣP₁].

To compare (7) with the stated form, multiply M_α⁻¹ = G⁻¹ + 2αB by G from the left and M_α from the right: G = M_α + 2αGBM_α. The transpose of (5) gives BM_α = S(1+αQ)⁻¹SᵀG. Therefore M_α − G = −2αGS(1+αQ)⁻¹SᵀG, and with P_α = (2/π)∫(M_α − G)dω and 𝒴 = SᵀGBˣGS,

−½tr[BˣP_α] = (2/π)∫₀^∞dω tr[α(1+αQ)⁻¹ 𝒴].

At α = 1 the weight is 1/(1+q). Averaged over α, using α/(1+αq) = 1/q − 1/(q(1+αq)), it is f₁(q) = 1/q − ln(1+q)/q², the weight of AC-SOSEX. The weight in (7) is

1/(1+q) − f₁ = ln(1+q)/q² + 1/(1+q) − 1/q = ln(1+q)/q² − 1/(q(1+q)) = f₂.

**What each derivation assumes**

Both rest on (1), on Δ > 0 and on B ≥ 0. These make the RPA problem stable, so the λ derivative exists even if the problem at λ = 1 is unstable. When the gap closes exactly, the steps as written no longer apply: G(0) = Δ⁻¹ in the first and W^{−1/2} in the second do not exist. ΔE_AXK nevertheless stays bounded: M_α⁻¹ = G⁻¹ + 2αB ≥ G⁻¹ gives 0 ≤ M_α ≤ G, hence 0 ≤ T_α ≤ (2/π)∫G dω = 1 in both terms of (7). For a single pair with B > 0, T_α = [Δ/(Δ+2αB)]^{1/2} → 0 for α > 0 as Δ → 0, and the two terms of (7) cancel in the limit. E_drop has no such bound. For a single pair T = (A₋/A₊)^{1/2}, and D contributes ½TαD[1/Δ − 1/(Δ+2αB)] to dT/dλ, which approaches αD/(2(2αBΔ)^{1/2}) for Δ ≪ αB, so that E_drop ≈ D(B/2Δ)^{1/2}/6 diverges if D stays nonzero as Δ → 0.

The first derivation uses only that M⁻¹ changes by a small symmetric matrix. If that change depends on ω but is proportional to α, as D̃ is, f₂ survives, which is how E_drop comes out in closed form. If it depends on α as k(α), the structure survives with ∫k(α)(1+αq)⁻²dα in place of f₂. The expansion continues to higher orders in λ.

The second derivation needs a generating function: tr BT must be the a-derivative of a Φ whose b-derivative is known. A static kernel supplies ½ΣΩ. A frequency-dependent change, M⁻¹ = G⁻¹ + 2aB + bN(ω), removes that eigenvalue form but not the generating function: Φ = (1/2π)∫₀^∞dω {ln det[G M⁻¹] − b tr GN} has ∂_aΦ = (1/π)∫tr[BM]dω = ½tr BT and ∂_bΦ(α,0) = (1/2π)∫tr[(M_α − G)N]dω, so the integration by parts carries over at the price of a frequency integral. The weight α, hence (7) as written, comes from b = λα; for b = λk(α) the same integration by parts gives k(1)g(1) − k(0)g(0) − ∫₀¹k′g dα. D was set to zero for economy only: keeping it makes R depend on b and brings in (X−Y)(X−Y)ᵀ as well. In return (7) needs neither a frequency integral nor the factor S, and it ties AXK to AC-SOSEX. For a general Bˣ the α integral in (7) is done in closed form by bringing the frequency representation back, where the α dependence is a function of one fixed matrix Q(ω). When Bˣ is proportional to B, as for one electron or the singlet block of a two-electron singlet, it is the plasmon sum and needs no frequency integral.

**Closed shells**

For pairs with σ_i = σ_a, B_{iaσ,jbτ} = (ia|jb) for all σ, τ, while (ib|ja) requires σ = τ. In the singlet combination (iaα + iaβ)/√2 the four spin terms give B = ½·4(ia|jb) = 2(ia|jb) and the two same-spin terms give Bˣ = ½·2(ib|ja) = (ib|ja), in spatial orbitals. B vanishes for the triplet combination and for spin-flip pairs, so the columns of S, and of GS, lie in the singlet space and only that block of Bˣ enters the trace.

**The order of the dropped term**

Scale B, Bˣ and D by η. At order η², f₂ → ½. Write N = (Δ²+ω²)(Δ′²+ω²) with Δ = Δ_ia and Δ′ = Δ_jb. Partial fractions give 1/N = [1/(Δ²+ω²) − 1/(Δ′²+ω²)]/(Δ′²−Δ²), so

∫₀^∞dω/N = (π/2)(1/Δ − 1/Δ′)/(Δ′²−Δ²) = π/(2ΔΔ′(Δ+Δ′)),

and ∫GG′dω = ∫ΔΔ′/N dω = π/(2(Δ+Δ′)). Also ω²/N = 1/(Δ′²+ω²) − Δ²/N integrates to π/(2Δ′) − πΔ/(2Δ′(Δ+Δ′)) = π/(2(Δ+Δ′)). The element of GD̃G is D_{ia,jb}(ΔΔ′ − ω²)/N, whose integral is the difference of these equal numbers. E_drop therefore vanishes at order η² for any symmetric D and starts at η³.

The AXK term becomes (1/π)∫tr[BGBˣG]dω = ½Σ(ia|jb)(ib|ja)/(Δ+Δ′) = E₂ₓ. RPA gives −(1/4π)∫tr Q²dω = −(1/π)∫tr[BGBG]dω = −½Σ(ia|jb)²/(Δ+Δ′) = E₂d. These sums run over all spin-orbital pairs, spin-flip pairs included. On that set, though not on the spin-conserving pairs or the singlet block alone, the exchange a↔b maps the terms onto each other and leaves the denominator unchanged, so Σ(Bˣ)²/(Δ+Δ′) = ΣB²/(Δ+Δ′), and E₂d + E₂ₓ = −¼Σ[(ia|jb) − (ib|ja)]²/(Δ+Δ′), the doubles part of the second-order energy.

For one occupied spatial orbital φ₁ with Coulomb and exchange operators J₁ and K₁, D vanishes on the spin-conserving pairs if the KS potential is exchange-only. With h the one-electron Hamiltonian, one electron has F = h + J₁ − K₁ and KS operator h, since v_x = −v_H. A two-electron singlet has F = h + 2J₁ − K₁ and KS operator h + J₁, since v_x = −v_H/2. In both cases δF = J₁ − K₁, so δF₁₁ = 0 and δF_ab = (ab|11) − (a1|1b). Then K_A = −(11|ab) + δF_ab = −(1a|1b) = K_B between pairs of the same spin, and both vanish between pairs of opposite spin. On the spin-flip pairs of the singlet D is not zero, since K_A couples 1α→aβ to 1α→bβ and K_B couples it to 1β→bα, but the columns of S have no component there, so E_drop = 0.

**One and two electrons**

For one electron Bˣ = B and 𝒴 = (SᵀGS)² = Q²/4. AC-SOSEX gives (1/2π)∫tr[Q − ln(1+Q)] = −E_RPA and cancels the self-correlation. AXK gives (1/2π)∫tr[ln(1+Q) − Q/(1+Q)], which leaves

E_RPA + ΔE_AXK = (1/2π)∫₀^∞dω tr h(Q),   h(q) = 2ln(1+q) − q − q/(1+q).

Here h(0) = 0 and h′ = 2/(1+q) − 1 − 1/(1+q)² = −(q/(1+q))², so h < 0 for q > 0 and h ≈ −q³/3 for small q. The kernel is exact in this case: A₊ = Δ + 2α(1−λ)B gives E_c = 0 at λ = 1. The remainder is the truncation in λ of 1/(1+αq−λαq), a geometric series with ratio αq/(1+αq), which approaches 1 for large q.

For a two-electron singlet, in the singlet block, Bˣ = B/2 and 𝒴 = Q²/8, so ΔE_SOSEX = −E_RPA/2 at any geometry. Each eigenvalue contributes to AXK and to |E_RPA| in the ratio ½[ln(1+q) − q/(1+q)]/[q − ln(1+q)], which is ½ for q → 0 and falls as (ln q − 1)/(2q) for large q. Since (1+αq)⁻² < (1+αq)⁻¹, one has 0 < f₂ < f₁ for q > 0, and with 𝒴 ≥ 0 this gives 0 < ΔE_AXK < ΔE_SOSEX. With several occupied orbitals Bˣ need not be semidefinite and the inequality is not proved.

**Worked example**

For water with PBE/cc-pVDZ orbitals, all electrons correlated, r(OH) = 0.96 Å and angle 104.5°, there are 5 × 19 = 95 singlet pairs with Δ from 0.258 to 22.4 E_h. At ω = 0 the largest eigenvalue of Q is q = 2.05953, so

f₂ = 1.11826/4.24166 − 1/6.30119 = 0.26364 − 0.15870 = 0.10494,

against the unscreened ½. With f₁ = 0.22191 the sum is 0.32685 = 1/3.05953, the relation f₁ + f₂ = 1/(1+q) that connects (7) to the stated form. At ω = 10 E_h, q = 0.0312 and f₂ = 0.480, close to the second-order value. The frequency integrals give E_RPA = −0.30865 E_h and ΔE_AXK = +0.08814 E_h (2.40 eV), so

E_RPA + ΔE_AXK = −0.30865 + 0.08814 = −0.22051 E_h (−6.00 eV).

The second-order parts are E₂d = −0.46075 E_h and E₂ₓ = 0.15364 E_h, with sum −0.30711 E_h. Screening leaves 0.670 of E₂d in RPA, 0.08814/0.15364 = 0.574 of E₂ₓ in AXK, and 0.11237/0.15364 = 0.731 of E₂ₓ in AC-SOSEX. The order in η does not bound E_drop at full coupling: for H₂ with PBE/cc-pVDZ orbitals its share of ΔE_AXK rises from about 1 % at 0.74 Å to about 30 % at 3.0 Å. For water the dropped term is 0.00412 E_h, or 4.7 % of ΔE_AXK. The largest element of D, 1.65 E_h, is a diagonal one for a pair out of the oxygen 1s orbital, where Δ = 20.35 E_h. Doubling η from 0.001 to 0.002 multiplies the dropped term by 7.99, as η³ scaling requires. These numbers compare approximations in one small basis and say nothing about their distance from the exact energy.

For the hydrogen atom in cc-pVTZ with the exact KS orbitals (eigenvectors of h), −0.01816 + 0.01624 = −0.00192 E_h (−0.052 eV) remains, 10.6 % of the RPA self-correlation. For H₂ in cc-pVDZ with exchange-only orbitals, stretching from 0.74 to 3.0 Å narrows the gap from 0.453 to 0.032 E_h and raises the largest q(0) from 0.97 to 23.3. |E_RPA| grows from 0.0623 to 0.1487 E_h while ΔE_AXK goes from 0.0249 to 0.0227 E_h, so their ratio falls from 0.400 to 0.152, and that of AC-SOSEX stays at ½.

The numerical check tests ΔE_AXK and (6) against finite differences in λ of the diagonalized response problem without any frequency integral, the same-spin kernel blocks against determinant matrix elements, ΔE_SOSEX against its definition, and the weak-coupling limit against the explicit sums. The term −½tr[BˣP₁] of (7) is not computed separately.

Computed results

```
H2O PBE/cc-pVDZ: r(OH) = 0.96 angstrom, angle = 104.5 deg
occupied 5, virtual 19, singlet pairs 95, spin-orbital pairs 380
frequency points 60 (scale 2.5 Eh), alpha points in checks 12
smallest, largest Delta = 0.25826, 22.3817 Eh
w =  0.0 Eh: q_max = 2.05953, f2 = 0.10494, f1 = 0.22191
   integrands (dimensionless): RPA -0.297885, AXK 0.081593, AC-SOSEX 0.117199
w =  1.0 Eh: q_max = 0.97739, f2 = 0.19627, f1 = 0.30945
   integrands (dimensionless): RPA -0.105566, AXK 0.030118, AC-SOSEX 0.037307
w = 10.0 Eh: q_max = 0.03119, f2 = 0.47991, f1 = 0.48984
   integrands (dimensionless): RPA -0.000397, AXK 0.000134, AC-SOSEX 0.000135
E_RPA = -0.3086481 Eh = -8.3987 eV
dE_AXK (closed form) = 0.0881430 Eh = 2.3985 eV
dE_AXK (spin-orbital finite difference) = 0.0881430 Eh
E_RPA + dE_AXK = -0.2205050 Eh = -6.0002 eV
dE_AC-SOSEX = 0.1123704 Eh, E_RPA + dE_AC-SOSEX = -0.1962777 Eh
second order: direct -0.4607496, exchange 0.1536375, doubles total -0.3071120 Eh
weak-coupling limit of dE_AXK/eta^2 = 0.1536370 Eh
ratios: AXK/E2x = 0.5737, SOSEX/E2x = 0.7314, RPA/E2d = 0.6699
dropped term = 0.0041153 Eh, max |D| = 1.6542 Eh
AXK + dropped = 0.0922583 Eh, full-kernel finite difference = 0.0922583 Eh
dropped(eta=0.002)/dropped(eta=0.001) = 7.986
H atom cc-pVTZ: E_RPA = -0.0181616, dE_AXK = 0.0162373, dE_AC-SOSEX = 0.0181616 Eh
H atom RPA+AXK self-correlation = -0.0019243 Eh = -0.0524 eV, fraction of RPA = 0.1060
H2 cc-pVDZ R = 0.74 angstrom: gap = 0.45313 Eh, q_max(w=0) = 0.9722
   E_RPA = -0.0622930, dE_AXK = 0.0249426, dE_AC-SOSEX = 0.0311465 Eh
   AXK/|RPA| = 0.4004, SOSEX/|RPA| = 0.5000
H2 cc-pVDZ R = 3.0 angstrom: gap = 0.03225 Eh, q_max(w=0) = 23.3477
   E_RPA = -0.1487082, dE_AXK = 0.0226731, dE_AC-SOSEX = 0.0743541 Eh
   AXK/|RPA| = 0.1525, SOSEX/|RPA| = 0.5000
```
